# Direct ring coupled cluster doubles and the random phase approximation, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ring equation and the RPA eigenvectors

In coupled cluster doubles (CCD) the correlated state is $e^{\hat T_2}|\Phi\rangle$. Here $\Phi$ is a single determinant and $\hat T_2$ creates two particle-hole pairs with amplitudes $t_{ij}^{ab}$. The indices $i,j$ label occupied orbitals and $a,b$ virtual ones. All orbitals are real, and equations are in atomic units. The correlation energy is

$$E=\tfrac14\sum_{ijab}\langle ij||ab\rangle t_{ij}^{ab}=\tfrac12\sum_{ijab}\langle ij|ab\rangle t_{ij}^{ab}.$$

The second form follows from $\langle ij||ab\rangle=\langle ij|ab\rangle-\langle ij|ba\rangle$. Exchanging the names $a$ and $b$ in the second term, and using $t_{ij}^{ba}=-t_{ij}^{ab}$, makes it equal to the first.

Direct ring CCD is a truncation of this theory. Write $p=(ia)$ for a pair, $d_p=\varepsilon_a-\varepsilon_i$ for its orbital-energy gap, and $k_{pq}=\langle ij|ab\rangle$ for the Coulomb coupling of $p=(ia)$ with $q=(jb)$. The amplitudes $t_{pq}$ are defined by

$$k_{pq}+(d_p+d_q)t_{pq}+\sum_r(k_{pr}t_{rq}+t_{pr}k_{rq})+\sum_{rs}t_{pr}k_{rs}t_{sq}=0.$$

The first term creates two pairs from the reference. In the linear sums the interaction turns pair $r$ into another pair. In the last sum it removes one pair from each of two double excitations and leaves the other two pairs correlated. Exchange counterparts, particle-particle and hole-hole ladders, and the remaining quadratic terms of CCD are left out. The amplitudes are then no longer antisymmetric, and the energy is taken to be the second, direct form above.

With $A=D+k$, $B=k$ and $D$ the diagonal matrix of gaps, the amplitude equation is

$$B+AT+TA+TBT=0,\qquad E=\tfrac12\operatorname{Tr}(BT).\tag{1}$$

The random phase approximation (RPA) with the same matrices is the eigenproblem

$$AX+BY=\omega X,\qquad BX+AY=-\omega Y.\tag{2}$$

The problem is to find how (1) and (2) are related.

### (a) Spin and stability

**For a closed shell, reduce (1) to spatial orbitals. Show that $A+B$ and $A-B$ are positive definite if all gaps are positive.**

*Solution.* The Coulomb interaction conserves the spin of each electron, so a pair whose electron flips its spin has no coupling. For the other pairs the coupling is $(ia|jb)$, whatever the spins of the two pairs. Here $(ia|jb)$ is the Coulomb integral between the spatial products $\phi_i\phi_a$ and $\phi_j\phi_b$. In the basis $(\alpha,\beta)$ the coupling has four equal blocks. The orthogonal combinations $(\alpha+\beta)/\sqrt2$ and $(\alpha-\beta)/\sqrt2$ turn it into

$$\begin{pmatrix}k&k\\k&k\end{pmatrix}\longrightarrow\begin{pmatrix}2k&0\\0&0\end{pmatrix},\qquad k_{ia,jb}=(ia|jb),$$

and leave the gaps unchanged. An orthogonal change of basis preserves the form of (1) and the trace. The equation is therefore solved by a singlet block that obeys (1) with coupling $K=2k$ and by zero in all other blocks, which add no energy. From here on, in the molecular case,

$$A=D+K,\qquad B=K,\qquad K_{ia,jb}=2(ia|jb).$$

For any real vector $v$ define $\rho(\mathbf r)=\sum_{ia}v_{ia}\phi_i(\mathbf r)\phi_a(\mathbf r)$. Since the Fourier transform of $1/r$ is $4\pi/q^2$,

$$v^TKv=2\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=2\int\frac{d\mathbf q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,|\tilde\rho(\mathbf q)|^2\ge0.$$

Hence $A-B=D$ is positive definite, and so is $A+B=D+2K$. Parts (c) to (h) use only that $A$ and $B$ are real, symmetric $n\times n$ matrices with $A\pm B$ positive definite. Part (b) also looks at what happens for one pair when this condition fails.

### (b) One pair

**Take $n=1$, $A=a>0$, $B=b\neq0$. Solve (1) and (2) separately and compare. What happens when $|b|>a$?**

*Solution.* Equation (1) is $bt^2+2at+b=0$, so

$$t_\pm=\frac{-a\pm\sqrt{a^2-b^2}}{b}.$$

In (2), the first equation gives $y/x=(\omega-a)/b$. Inserting this in the second, $b+(a+\omega)y/x=0$, gives $b^2+\omega^2-a^2=0$, or $\omega=\pm\sqrt{a^2-b^2}$. The two ratios $y/x$ are the two roots $t_\pm$. The positive frequency belongs to $t_+$, the root that vanishes as $b\to0$.

For $a=1$ and $b=0.6$ the frequency is $\sqrt{1-0.36}=0.8$, and

$$t_+=\frac{-1+0.8}{0.6}=-\frac13,\qquad t_-=\frac{-1-0.8}{0.6}=-3.$$

The energies $\tfrac12bt$ are $-0.1$ and $-0.9$. The equation alone thus does not select an energy.

The product of the roots is 1. As $b\to a$ from below, both tend to $-1$ and the frequency tends to zero. Beyond that point $a-b$ is negative and no real root is left: for $b=1.2$ the amplitudes are $-0.833\pm0.553\,i$ and the frequencies $\pm0.663\,i$. Changing the sign of $b$ changes the sign of both roots and leaves the frequencies as they are. For negative $b$ the roots therefore meet at $+1$ as $b\to-a$, and beyond that point it is $a+b$ that is negative. An imaginary frequency signals an unstable reference. By part (a), this cannot happen in direct RPA with positive gaps, where $a=d+K>b=K$. It can happen for other choices of $A$ and $B$, such as those that include exchange.

### (c) The spectrum for many pairs

**Show that the $2n$ eigenvalues of (2) are real, with $n$ positive and $n$ negative, and that there is a complete set of eigenvectors.**

*Solution.* Put $z=(X;Y)$, one column above the other, and

$$H=\begin{pmatrix}A&B\\B&A\end{pmatrix},\qquad \eta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Then (2) reads $Hz=\omega\eta z$. Because $\eta^2=1$, this is the ordinary eigenproblem $Mz=\omega z$ with $M=\eta H$.

The matrix $H$ is positive definite. With $u=(X+Y)/\sqrt2$ and $v=(X-Y)/\sqrt2$,

$$z^THz=X^TAX+2X^TBY+Y^TAY=u^T(A+B)u+v^T(A-B)v,$$

because $u^TAu+v^TAv=X^TAX+Y^TAY$ and $u^TBu-v^TBv=2X^TBY$. Both terms on the right are non-negative, and they vanish together only for $z=0$.

So $H$ has a positive square root, and

$$M=\eta H=H^{-1/2}\,S\,H^{1/2},\qquad S=H^{1/2}\eta H^{1/2}.$$

The matrix $S$ is real and symmetric. It has real eigenvalues and a complete orthonormal set of eigenvectors $s$. By similarity, $M$ has the same eigenvalues and the complete set $H^{-1/2}s$. None of the eigenvalues is zero, since $\eta$ and $H$ are invertible.

Finally, exchange the names $X$ and $Y$ in (2). If $(X;Y)$ has eigenvalue $\omega$, then $(Y;X)$ satisfies the same equations with $-\omega$. This exchange maps the eigenspace of $\omega$ one-to-one onto that of $-\omega$. The $2n$ eigenvalues are therefore split equally between the two signs.

### (d) Normalization

**Collect the $n$ positive-frequency eigenvectors as columns of $n\times n$ matrices $X$ and $Y$. Find their orthogonality relations and decide whether $X$ is invertible.**

*Solution.* For positive $\omega_\nu$ choose $z_\nu=\sqrt{\omega_\nu}\,H^{-1/2}s_\nu$ with orthonormal $s_\nu$. Then $z_\mu^THz_\nu=\omega_\nu\delta_{\mu\nu}$. Replacing $Hz_\nu$ by $\omega_\nu\eta z_\nu$ and dividing by $\omega_\nu$ gives $z_\mu^T\eta z_\nu=\delta_{\mu\nu}$, or

$$X^TX-Y^TY=1.\tag{3}$$

This choice also covers degenerate frequencies.

Next take the negative partner $\bar z_\nu=(Y_\nu;X_\nu)$, for which $H\bar z_\nu=-\omega_\nu\eta\bar z_\nu$. Evaluate $z_\mu^TH\bar z_\nu$ with $H$ acting first to the left and then to the right:

$$\omega_\mu z_\mu^T\eta\bar z_\nu=-\omega_\nu z_\mu^T\eta\bar z_\nu.$$

Since $\omega_\mu+\omega_\nu>0$, the product $z_\mu^T\eta\bar z_\nu=X_\mu^TY_\nu-Y_\mu^TX_\nu$ vanishes:

$$X^TY=Y^TX.\tag{4}$$

If $Xc=0$ for some real vector $c$, then (3) gives $0=|Xc|^2=|c|^2+|Yc|^2$, so $c=0$. Hence $X$ is invertible.

### (e) From eigenvectors to amplitudes

**Part (b) suggests the matrix $T=YX^{-1}$. Show that it solves (1), that it is symmetric, and that all its singular values are below 1.**

*Solution.* With $\Omega$ the diagonal matrix of positive frequencies, (2) becomes $AX+BY=X\Omega$ and $BX+AY=-Y\Omega$. Multiply both from the right by $X^{-1}$:

$$A+BT=X\Omega X^{-1},\qquad B+AT=-Y\Omega X^{-1}.\tag{5}$$

Since $Y=TX$, the right side of the second equation is $-TX\Omega X^{-1}$, which by the first is $-T(A+BT)$. Therefore

$$B+AT=-TA-TBT,$$

which is (1).

Multiply (4) by $(X^T)^{-1}$ from the left and by $X^{-1}$ from the right. The result is $YX^{-1}=(X^T)^{-1}Y^T$, or $T=T^T$. This is required of the amplitudes, because $t_{pq}$ and $t_{qp}$ describe the same two pairs. The same multiplication applied to (3) gives

$$1-T^TT=(X^T)^{-1}X^{-1}=(XX^T)^{-1}.\tag{6}$$

The right side is positive definite, so every eigenvalue of $T^TT$ is less than 1. A matrix with this property is called contractive here.

The normalization of the eigenvectors does not affect $T$. If $X$ and $Y$ are replaced by $XC$ and $YC$ with an invertible $C$, then $YC(XC)^{-1}=YX^{-1}$.

### (f) The state behind the equation

**Treat pairs as independent bosons with $[b_p,b_q^\dagger]=\delta_{pq}$ and take**

$$H_B=\sum_{pq}A_{pq}b_p^\dagger b_q+\tfrac12\sum_{pq}B_{pq}(b_p^\dagger b_q^\dagger+b_pb_q).$$

**When is $|\Psi\rangle=\exp(\tfrac12\sum_{pq}T_{pq}b_p^\dagger b_q^\dagger)|0\rangle$, with symmetric $T$, an eigenstate?**

*Solution.* The commutator of $b_p$ with the exponent is $\beta_p=\sum_qT_{pq}b_q^\dagger$, which commutes with the exponent. Hence $b_p|\Psi\rangle=\beta_p|\Psi\rangle$. A second annihilation gives

$$b_pb_q|\Psi\rangle=b_p\beta_q|\Psi\rangle=(T_{qp}+\beta_q\beta_p)|\Psi\rangle.$$

Insert both in $H_B|\Psi\rangle$. The one-body term gives $\sum(AT)_{pq}b_p^\dagger b_q^\dagger$. Since creation operators commute, $AT$ may be replaced by its symmetric part $\tfrac12(AT+TA)$. Altogether

$$H_B|\Psi\rangle=\Big[\tfrac12\operatorname{Tr}(BT)+\tfrac12\sum_{pq}(B+AT+TA+TBT)_{pq}b_p^\dagger b_q^\dagger\Big]|\Psi\rangle.$$

If (1) holds, $|\Psi\rangle$ satisfies the eigenvalue equation with eigenvalue $\tfrac12\operatorname{Tr}(BT)$, and it is an eigenstate if it can also be normalized. The converse also holds. The zero-boson part of $|\Psi\rangle$ fixes the eigenvalue to this value, and the two-boson part then forces the symmetric matrix in parentheses to vanish.

The singular values have a meaning here. An orthogonal rotation of the bosons makes $T$ diagonal with entries $\tau$. The squared norm of the state is then a product of series $\sum_m(\tau/2)^{2m}(2m)!/(m!)^2$, in which the ratio of successive terms tends to $\tau^2$. The series converges for $|\tau|<1$ and diverges for $|\tau|>1$. At $|\tau|=1$ its terms fall only as $1/\sqrt{\pi m}$, so it diverges there too. Only a contractive $T$ therefore gives a normalizable state; any other symmetric root solves the eigenvalue equation only formally. Direct ring CCD is thus a theory of coupled oscillators. Real pairs are made of fermions and obey the Pauli principle, which this boson model ignores.

## Second half: the choice of root and the energy

The matrices $A$ and $B$ are real and symmetric, with $A\pm B$ positive definite. The ring equation is $B+AT+TA+TBT=0$ and its energy is $E=\tfrac12\operatorname{Tr}(BT)$. With $z=(X;Y)$, the RPA problem is $Hz=\omega\eta z$, or $Mz=\omega z$ with $M=\eta H$. Here $H$ has diagonal blocks $A$ and off-diagonal blocks $B$ and is positive definite, while $\eta=\operatorname{diag}(1,-1)$. There is a complete set of eigenvectors, in partners $(X;Y)$ with $\omega$ and $(Y;X)$ with $-\omega$. The $n$ positive frequencies form the diagonal matrix $\Omega$. Their eigenvectors obey $X^TX-Y^TY=1$ and $X^TY=Y^TX$, and $X$ is invertible. The matrix $T=YX^{-1}$ is a symmetric, contractive root with $A+BT=X\Omega X^{-1}$. For molecules $A=D+K$ and $B=K$, where $D$ holds the gaps $d_p$ and $K_{ia,jb}=2(ia|jb)$ is positive semidefinite.

### (g) All roots, and the one to keep

**Relate every real root of the ring equation to RPA eigenvectors. Show that there is one contractive root. For distinct frequencies, how many roots can there be, and which are symmetric?**

*Solution.* Let $T$ be any real root and put $R=A+BT$. The ring equation says $-B-AT=T(A+BT)=TR$, so

$$M\begin{pmatrix}1\\T\end{pmatrix}=\begin{pmatrix}A+BT\\-B-AT\end{pmatrix}=\begin{pmatrix}1\\T\end{pmatrix}R.$$

The $n$ columns of $(1;T)$ therefore span a space $V$ that $M$ maps into itself. Expand a vector of $V$ in eigenvectors of $M$. Its component in each eigenspace can be extracted by a polynomial in $M$ that equals 1 at that eigenvalue and 0 at the others. That component therefore also lies in $V$. It follows that $V$ is spanned by $n$ eigenvectors of $M$. If their upper and lower halves form $X'$ and $Y'$, then $Y'=TX'$. The matrix $X'$ is invertible, because $X'c=0$ would give $Y'c=0$ as well, against the independence of the eigenvectors. So $T=Y'X'^{-1}$. Conversely, the algebra of part (e) turns any $n$ eigenvectors with invertible $X'$ into a root, since it nowhere uses the sign of the frequencies.

Now suppose that $T$ is contractive. A nonzero vector of $V$ has the form $z=(c;Tc)$, and $z^T\eta z=|c|^2-|Tc|^2>0$. If $z$ is an eigenvector, then $z^THz=\omega z^T\eta z$ with a positive left side, so $\omega>0$. The space $V$ has dimension $n$ and is spanned by positive-frequency eigenvectors, whose full space also has dimension $n$. The two spaces coincide, and $V$ determines $T$. The contractive root is $YX^{-1}$ and no other.

This also settles the spin reduction of part (a). The spin-orbital solution made of a singlet block and zeros is contractive when the singlet block is, so it is the root selected by the same rule.

For distinct frequencies there are $\binom{2n}{n}$ ways to choose $n$ of the $2n$ eigenvectors, and this is the largest possible number of real roots. A root is symmetric when $X'^TY'=Y'^TX'$. For two chosen eigenvectors, the corresponding element of the difference is

$$X_\mu'^TY'_\nu-Y_\mu'^TX'_\nu=z_\mu^T\eta\bar z_\nu,\qquad \bar z_\nu=(Y'_\nu;X'_\nu).$$

Here $\bar z_\nu$ has eigenvalue $-\omega_\nu$. Letting $H$ act to the left and to the right, as in part (d), shows that this element vanishes unless $\omega_\mu=-\omega_\nu$. If the two are partners, it is $\pm1$ by normalization. Symmetric roots thus take one member from each pair of partners, which gives at most $2^n$ of them.

A three-pair model illustrates the count:

$$A=\begin{pmatrix}1.00&0.20&0.10\\0.20&1.40&0.15\\0.10&0.15&2.00\end{pmatrix},\quad B=\begin{pmatrix}0.30&0.10&0.05\\0.10&0.40&0.20\\0.05&0.20&0.50\end{pmatrix}.$$

All $\binom63=20$ choices give roots, $2^3=8$ of them are symmetric, and one is contractive. Its largest singular value is 0.188.

Every real root of the ring equation comes from a choice of $n$ RPA eigenvectors, and the positive-frequency choice gives the only contractive root, $T=YX^{-1}$. It remains to express the energy through the RPA frequencies and as an integral over imaginary frequency, to examine weak coupling and small gaps, and to test the result on water.

Numerical values quoted here were computed with a short program.
